\section*{Why early mean-square displacement can overestimate oxidant diffusivity in random networks}

\section{The model and its conventions}

A single oxidant molecule hops among the interstitial sites of a rigid network. A periodic cell holds $N$ sites, labelled $i$, and the cell repeats without end. The rate of hops from $i$ to $j$ is $w_{ij}$, and the displacement of that hop along a chosen axis $x$ is $d_{ij}=-d_{ji}$. If two sites are joined by more than one bond, sums over $j$ run over the bonds. Three assumptions define the model:
\begin{itemize}
\item The rates are symmetric, $w_{ij}=w_{ji}\ge 0$. Physically, all wells have equal energy and only the saddles between them differ.
\item The rates are frozen in time.
\item The starting site is drawn uniformly from the cell.
\end{itemize}
Let $X(t)$ be the total displacement along $x$, counted without folding it back into the cell. Define
\begin{equation}
M(t)=\langle X^2\rangle ,\qquad D(t)=\tfrac12\frac{dM}{dt}.
\end{equation}
The average covers starting sites and random hops. The long-time diffusivity is $D(\infty)$. The initial value $D(0)$ refers to times longer than the flight over a saddle but short enough that a second hop is improbable.

Two further quantities are needed, the local drift and the rate Laplacian:
\begin{equation}
v_i=\sum_j w_{ij}d_{ij},\qquad (Lu)_i=\sum_j w_{ij}(u_i-u_j).
\end{equation}
The drift $v_i$ is the mean velocity of a walker known to sit at $i$. When all hops that move the walker along $x$ have the same length, it points towards the side with the larger total rate.

\section{The initial slope counts single hops}

The probability $p_i$ of being at site $i$ obeys
\begin{equation}
\frac{dp_i}{dt}=\sum_j (w_{ji}p_j-w_{ij}p_i)=-(Lp)_i ,
\end{equation}
where the last step uses the symmetry of the rates. A uniform $p$ gives $Lp=0$, so the uniform start persists: $p_i=1/N$ at all times.

In a short time $t$ a walker at $i$ hops to $j$ with probability $w_{ij}t$, while two hops have a probability of order $t^2$. To first order, therefore,
\begin{equation}
M(t)=\frac tN\sum_{ij}w_{ij}d_{ij}^2,\qquad
D(0)=\frac1{2N}\sum_{ij}w_{ij}d_{ij}^2 .
\label{early}
\end{equation}
Each rate enters linearly, because one hop cannot reveal what lies beyond it. On a cubic lattice of spacing $a$, each bond along $x$ appears twice in the double sum, once per direction, and there are $N$ such bonds. The factor $2$ cancels the $\tfrac12$, and
\begin{equation}
D(0)=a^2\langle w\rangle ,
\end{equation}
with $\langle w\rangle$ the arithmetic mean over the $x$ bonds. A walker started on one chosen site would instead show that site's own slope, $\tfrac12\sum_j w_{ij}d_{ij}^2$.

\section{Later hops remember earlier ones}

To follow the memory, let $g_i(t)$ be the mean of $X$ restricted to walkers now at $i$; walkers elsewhere contribute zero. A walker arriving at $j$ from $i$ brings its old displacement plus $d_{ij}$, and a walker leaving $j$ removes its own. Hence
\begin{equation}
\frac{dg_j}{dt}=\sum_i w_{ij}(g_i+d_{ij}p_i)-\sum_i w_{ij}g_j
=-(Lg)_j+\frac1N\sum_i w_{ij}d_{ij}.
\end{equation}
Symmetry of $w$ and antisymmetry of $d$ turn the last sum into $-\sum_i w_{ji}d_{ji}=-v_j$. With $g(0)=0$ the solution is
\begin{equation}
\frac{dg}{dt}=-Lg-\frac vN,\qquad
g(t)=-\frac1N\int_0^t e^{-Ls}v\,ds .
\label{g}
\end{equation}
The minus sign is the heart of the matter. If the fast bond of a site lies to its right, the walker is pulled to the right, but it tends also to have arrived from the right and so to carry a negative displacement. Single sites can be exceptions at later times, but the sum of $v_ig_i$ over the cell is never positive, as shown below.

A hop $i\to j$ changes $X^2$ by $(X+d_{ij})^2-X^2=2Xd_{ij}+d_{ij}^2$. Averaging over all hops gives
\begin{equation}
\frac{dM}{dt}=\sum_{ij}w_{ij}\left(2d_{ij}g_i+d_{ij}^2p_i\right)
=2\sum_i v_ig_i+2D(0).
\label{mprime}
\end{equation}
Halving this and inserting (\ref{g}),
\begin{equation}
D(t)=D(0)-\frac1N\int_0^t v^{T}e^{-Ls}v\,ds .
\label{memory}
\end{equation}

The integrand equals $|e^{-Ls/2}v|^2$, so it cannot be negative. To see that it also dies out, note that $u^TLu=\tfrac12\sum_{ij}w_{ij}(u_i-u_j)^2\ge0$, so the eigenvalues $\lambda_k$ of $L$ are nonnegative. A zero eigenvalue belongs to vectors that are constant on each connected part of the network. The drift has no component along them, since $w_{ij}d_{ij}$ cancels pairwise when $v_i$ is summed over a connected part. With normalized eigenvectors $e_k$ and $b_k=(e_k\cdot v)^2/N$, integration over the modes with $\lambda_k>0$ gives
\begin{align}
D(t)&=D(0)-\sum_k\frac{b_k}{\lambda_k}\left(1-e^{-\lambda_kt}\right),\\
D(\infty)&=D(0)-\sum_k\frac{b_k}{\lambda_k}\le D(0),\label{late}\\
M(t)&=2D(\infty)t+2\sum_k\frac{b_k}{\lambda_k^2}\left(1-e^{-\lambda_kt}\right).
\label{msd}
\end{align}
The last line follows by integrating $2D(t)$ from zero. Unless $v=0$, $M$ at long times is a straight line with a positive offset, the residue of the fast early motion.

Equality in (\ref{late}) holds if and only if every $v_i$ vanishes. Random rates are thus not sufficient for an overestimate. Suppose the $x$ rates differ from row to row but are constant along each row. Each site then has equal rates to its left and right, $v=0$, and $D(t)$ stays at the arithmetic mean. The rows act as conductors in parallel.

\section{Two sites are enough}

The smallest case is a chain of spacing $a$ with alternating rates $p$ and $q$. One site of the cell has $p$ on its right and $q$ on its left; the other has the reverse. Therefore
\begin{equation}
v=a(p-q)\begin{pmatrix}1\\-1\end{pmatrix},\qquad
L=(p+q)\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.
\end{equation}
Here $Lv=2(p+q)v$, so one mode does everything, with $\lambda=2(p+q)$ and $b=v^Tv/2=a^2(p-q)^2$. Since $D(0)=a^2(p+q)/2$,
\begin{align}
D(\infty)&=a^2\,\frac{(p+q)^2-(p-q)^2}{2(p+q)}=\frac{2a^2pq}{p+q},\\
D(t)&=D(\infty)+\frac{a^2(p-q)^2}{2(p+q)}\,e^{-2(p+q)t}.
\end{align}
The late value is $a^2$ times the harmonic mean. For $p=10$, $q=1$ and $a=1$ the diffusivity falls from $5.5$ to $20/11=1.818$. At $t=0.05$ the formula gives $1.818+(81/22)e^{-1.1}=3.044$, and probability spread step by step along a long chain gives the same number.

If $q\to0$, then $D(0)\to a^2p/2$ while $D(\infty)\to0$. The walker rattles across its fast bond, each crossing adds to the initial slope, and none leads anywhere. The excess dies at the rate $2p$ of the fast bond, not at the slow rate $q$ that limits transport.

\section{The same result from moving the labels}

A second argument shows what $D(\infty)$ is. Shift the position assigned to each site by $u_i$, repeated in every cell, and leave the rates alone. The hop lengths become $d_{ij}+u_j-u_i$, which are still antisymmetric, so all results above apply. The total displacement changes by $u_{\rm end}-u_{\rm start}$, which is bounded by some $B$. Then $M$ changes by at most $2B\sqrt M+B^2$. Because $D(t)\le D(0)$, $M$ grows no faster than linearly, so this change divided by $t$ vanishes at long times. The late diffusivity is unaffected, whereas the initial one depends on $u$:
\begin{equation}
D_u(0)=\frac1{2N}\sum_{ij}w_{ij}(d_{ij}+u_j-u_i)^2\ \ge\ D_u(\infty)=D(\infty).
\label{var}
\end{equation}
The drift becomes
\begin{equation}
v_i+\sum_jw_{ij}(u_j-u_i)=(v-Lu)_i .
\end{equation}
Since $v$ has no zero-mode component, $Lu=v$ can be solved. With that choice all drift is gone, $D_u(t)$ is constant, and equality holds in (\ref{var}). Thus $D(\infty)$ is the minimum of the initial slope over all relabellings. In the alternating chain the minimizing shift draws together the sites joined by a fast bond, so that rattling between them hardly counts as travel.

For any chain with rates $w_n$, zero drift means that $w_n(a+u_{n+1}-u_n)=J$ is the same for every bond. Dividing by $w_n$ and summing over the cell removes the shifts, so $Na=J\sum_n1/w_n$ and $J=a/\langle1/w\rangle$. Then
\begin{equation}
D(\infty)=\frac1N\sum_nw_n\left(\frac J{w_n}\right)^2=J^2\langle1/w\rangle=\frac{a^2}{\langle1/w\rangle}.
\end{equation}

On a square or cubic lattice this becomes a lower bound. Keep the $x$ bonds alone in (\ref{var}) and write $\ell_b$ for their shifted lengths. The shifts cancel along each row, so $\sum_b\ell_b=Na$. The Cauchy--Schwarz inequality gives $(Na)^2\le\sum_bw_b\ell_b^2\,\sum_b1/w_b$, and hence
\begin{equation}
\frac{a^2}{\langle1/w\rangle}\le D(\infty)\le a^2\langle w\rangle .
\end{equation}

\section{Weak disorder: the value of detours}

How far $D(\infty)$ lies below the arithmetic mean depends on dimension. On a hypercubic lattice in $d$ dimensions let $w_b=\bar w(1+\delta_b)$, with independent $\delta_b$ of mean zero and small variance $s^2$. The drift at a site is $a\bar w$ times the difference between $\delta$ on its right and left $x$ bonds. It is already first order, so to second order $L$ may be replaced by its uniform form. For a plane wave with phase $k_\alpha$ per spacing along axis $\alpha$,
\begin{equation}
\langle|v_k|^2\rangle=a^2\bar w^2s^2|1-e^{-ik_x}|^2,\qquad
\lambda_k=\bar w\sum_\alpha|1-e^{-ik_\alpha}|^2 .
\end{equation}
The mean loss is $N^{-1}\sum_{k\ne0}\langle|v_k|^2\rangle/\lambda_k$. The fractions $|1-e^{-ik_x}|^2/\sum_\alpha|1-e^{-ik_\alpha}|^2$ for the $d$ axes add to one at each $k$. By the equivalence of the axes each averages to $1/d$. For large $N$,
\begin{equation}
\frac{D(\infty)}{D(0)}\simeq1-\frac{s^2}{d}.
\end{equation}
In one dimension this agrees with the harmonic mean to the same order. In higher dimensions a walker can go round a slow bond, and the loss shrinks. For a cubic lattice with rates spread evenly within 20\% of their mean, the computed loss is $0.00461$, against $0.00451$ from the sampled variance.

\section{A direct test}

A square-lattice cell of $3\times3$ sites was given random rates between $0.2$ and $2$, and probability was spread over many copies of it, with displacements measured directly. The mean $x$ rate is $0.64636$, and the measured $M/2t$ at $t=10^{-5}$ is $0.64635$. At $t=15$ half the measured slope is $0.51144$, equal to the prediction of (\ref{late}) to the digits given. The initial slope after the drift-removing shift is also $0.51144$. When the $x$ rates were made constant along each row, the mean and the late value were both $0.40806$: disorder without drift gave no overestimate.

\section{An oxide-like network}

Consider a cubic network of $12^3$ sites with $a=0.4$ nm. Each bond has the rate $\nu e^{-E/kT}$ with $\nu=10^{12}\ \mathrm{s^{-1}}$. The barriers $E$ are independent Gaussian values of mean $1.3$ eV and standard deviation $0.2$ eV, and $T=1273$ K. Then $kT=0.1097$ eV, and the rate at the mean barrier is $10^{12}e^{-1.3/0.1097}\approx7.1\times10^6\ \mathrm{s^{-1}}$. The arithmetic mean rate is $3.955\times10^7\ \mathrm{s^{-1}}$, more than five times larger, because the exponential favours low barriers. Averaged over the three axes,
\begin{align}
D(0)&=(0.4\times10^{-7}\,\mathrm{cm})^2(3.955\times10^7\,\mathrm{s^{-1}})
=6.33\times10^{-8}\ \mathrm{cm^2/s},\\
D(\infty)&=1.77\times10^{-8}\ \mathrm{cm^2/s}=1.77\times10^{-12}\ \mathrm{m^2/s}.
\end{align}
The initial slope is too large by a factor of $3.6$. Eight larger networks of $20^3$ sites give a mean factor of $3.49$ with standard error $0.04$. The harmonic-mean bound, $2.3\times10^{-9}\ \mathrm{cm^2/s}$, is far below $D(\infty)$: in three dimensions the slowest bonds are largely bypassed.

The fastest tenth of the bonds supplies 71\% of $D(0)$. After a hop $i\to j$ the next hop reverses it with probability $w_{ij}/\sum_kw_{jk}$. Averaged over all hops that occur, this is $0.61$, against $1/6$ for equal rates. Reversal matters here because it is not balanced by equally likely continuation; in the row-constant network the two balance and no correction arises.

Half of the excess $D(0)-D(\infty)$ is gone after $0.86$ ns, when the root-mean-square displacement in three dimensions is $0.16$ nm, less than one spacing. Most walkers have not yet moved. This fits the alternating chain, where the excess decays at the rate of the fast bond. The slope comes within 5\% of $D(\infty)$ after $59$ ns, at a displacement of $0.875$ nm, about two spacings. Both times belong to this sample; other draws of the barriers give about $0.7$ to $1.0$ ns and $60$ to $75$ ns.

The quotient $M/t$ lags behind the slope because of the offset in (\ref{msd}). At $59.3$ ns it gives
\begin{equation}
\frac{(0.875\ \mathrm{nm})^2}{6\times59.3\ \mathrm{ns}}
=2.15\times10^{-3}\ \mathrm{nm^2/ns}=2.15\times10^{-8}\ \mathrm{cm^2/s},
\end{equation}
still 21\% above $D(\infty)$. For this network a simulated trajectory should therefore be fitted by its slope, beyond roughly $60$ ns. A film of $100$ nm has the diffusion time $(10^{-5}\,\mathrm{cm})^2/2D(\infty)=2.8$ ms, far beyond the early regime, so diffusion across it is described by $D(\infty)$, not $D(0)$. In so thin a film the reaction at the far interface can also limit the oxidant supply.

With the same barriers the overestimate is $6.1$ at $1073$ K and $2.5$ at $1473$ K. Cooling widens the spread of rates. The change in the ratio means that, between these temperatures, the apparent activation energy of $D(0)$ is lower than that of $D(\infty)$ by
\begin{equation}
\frac{k\ln(6.134/2.549)}{1/1073\,\mathrm K-1/1473\,\mathrm K}\approx0.30\ \mathrm{eV}.
\end{equation}
This value belongs to this sample of barriers. An early slope thus misjudges the temperature dependence as well as the size.

\section{Where the model stands and where it fails}

The parameters lie roughly in the regime of molecular oxygen crossing thermally grown silica during dry oxidation of silicon near $1000\,^\circ$C. There the diffusivity is of order $10^{-8}\ \mathrm{cm^2/s}$ and its activation energy is a little above $1$ eV, both rough figures. The similar size of $D(\infty)$ follows from the choice of parameters and does not confirm the model. The barrier spread, on which the overestimate depends strongly, is an assumed value. Real silica is also not a cubic lattice with every bond open. Closing a random third of the bonds, with the other barriers held fixed, multiplies $D(\infty)$ by $0.33$ and raises the overestimate to $6.3$, averaged over all sites including any cut off; other choices of the closed bonds give up to $0.37$ and about $6$ to $7$. Correlated barriers of the same spread can move it either way. If each barrier is built from random values on the two sites it joins, so that bonds sharing a site are positively correlated, the overestimate falls to $2.3$; if instead parallel bonds lying side by side are correlated, it rises to about $4$. The factor of $3.6$ is therefore a guide to size, not a property of silica.

Scattering the site positions at random with a standard deviation $\sigma=0.04$ nm per axis, at fixed rates, adds $6\sigma^2$ to the mean square length of a bond, so $D(0)$ rises by $6\sigma^2/a^2=6\%$ on average. In the one draw computed here it rises by 4.5\%. $D(\infty)$ is unchanged, as the relabelling argument requires.

Unequal wells break the symmetry of the rates. If the saddles stay fixed, the rates become $c_{ij}/\pi_i$, where $c_{ij}$ is the old symmetric rate and $\pi_i$ the Boltzmann factor of the well energy relative to the old common level. In equilibrium $p_i=\pi_i/\sum_k\pi_k$, so the hop flux $p_ic_{ij}/\pi_i=c_{ij}/\sum_k\pi_k$ is still symmetric. Equation (\ref{early}) then gives the old $D(0)$ divided by the mean $\langle\pi\rangle$. The drift after a shift $u$ is $(v-Lu)_i/\pi_i$, with $v$ and $L$ built from $c$, so the same shift removes it. By the first form of (\ref{mprime}) the slope is then constant, and $D(\infty)$ too is divided by $\langle\pi\rangle$. In the square-lattice test the ratio is $1.2638$ with equal and with unequal wells. For a well spread of $0.1$ eV in the oxide-like network, both diffusivities fall by a factor of $1.5$. Their ratio is kept but the time scale is not: the slope then needs roughly $100$ ns to come within 5\% of $D(\infty)$, so the $60$ ns above holds for equal wells only. With an equilibrium start, random wells behind equal saddles give no overestimate on this lattice, since $v$ then vanishes. If the well depths are independent of the saddles, a uniform start over unequal wells raises the initial slope on average, because it overfills the shallow wells, which are left quickly.

Three other omissions are small here. At a rough solubility of $5\times10^{16}\ \mathrm{cm^{-3}}$ the site occupation is $3\times10^{-6}$, so molecules rarely block one another. A thermal flight over one spacing takes $0.7$ ps, and the fastest rate times this flight time is $0.005$, which leaves room for a well-defined single-hop regime. The leading tunnelling correction, $(h\nu/kT)^2/24$ with the saddle frequency set equal to $\nu$, is $6\times10^{-5}$ of the rate.

Motion inside a well is left out: in an atomistic trajectory it adds a bounded term to $M$, which changes the early slope but not $D(\infty)$. Rearrangement of the network and exchange of oxygen with it are not included or sized. The derivation needs rates that stay fixed while the walker returns to bonds it has crossed; if they change sooner, (\ref{memory}) no longer applies. The numerical output gives the remaining values of $D(t)$.

\section*{Numbers as computed}
\begin{verbatim}
TWO-DIMENSIONAL TEST CELL (spacing 1, rates in reference units)
arithmetic mean of x rates: 0.64636
early slope / 2, direct: 0.64635
late slope / 2, direct: 0.51144; formula: 0.51144
early slope / 2 after drift-removing shift: 0.51144
no-drift case: mean 0.40806, late direct 0.40806
unequal wells: early/late ratio 1.2638, equal wells 1.2638
ALTERNATING CHAIN (spacing 1)
rates: 10 and 1; D(0) = 5.5000, D(inf) = 1.8182
D at t = 0.05: direct 3.04375, formula 3.04375
WEAK DISORDER, CUBIC LATTICE, rates uniform within 20 % of mean
1 - D(inf)/D(0): computed 0.00461, var/(3 mean^2) 0.00451
WORKED EXAMPLE
sites per side: 12; spacing: 0.4 nm; attempts: 1e+12 1/s
barrier mean: 1.3 eV; spread: 0.2 eV; temperature: 1273 K
kT: 0.1097 eV; spread/kT: 1.823
rate at mean barrier: 7.134e+06 1/s
arithmetic mean rate: 3.955e+07 1/s
D(0): 6.328e-08 cm2/s = 6.328e-12 m2/s
D(inf): 1.774e-08 cm2/s = 1.774e-12 m2/s
harmonic-mean bound: 2.331e-09 cm2/s
overestimate D(0)/D(inf): 3.567
D at 0.1 ns: 5.688e-08 cm2/s
D at 1 ns: 3.920e-08 cm2/s
D at 10 ns: 2.335e-08 cm2/s
D at 100 ns: 1.816e-08 cm2/s
D at 1000 ns: 1.774e-08 cm2/s
half of excess gone: 0.862 ns, rms displacement 0.158 nm
within 5 % of D(inf): 59.3 ns, rms displacement 0.875 nm
share of D(0) from fastest tenth of bonds: 71.2 %
chance that next hop reverses: 0.610 (equal rates: 0.167)
time x^2/(2 D(inf)) for 100 nm film: 2.82 ms
D(0)/D(inf) at 1073 K, same barriers: 6.134
D(0)/D(inf) at 1473 K, same barriers: 2.549
8 networks of 20^3 sites, D(0)/D(inf): 3.486, std. error 0.044
NEGLECTED EFFECTS
site scatter 0.04 nm per axis: D(0) x 1.045, D(inf) x 1.000
one third of bonds closed: D(0) x 0.583, D(inf) x 0.332
D(0)/D(inf) with closed bonds: 6.263
D(0)/D(inf) with barriers correlated through sites: 2.284
well spread 0.1 eV: both D divided by 1.526
site occupation at rough solubility 5e+16 1/cm3: 3.2e-06
thermal flight time over one spacing: 0.70 ps
fastest rate x flight time: 4.6e-03
lowest tunnelling correction to a rate: 5.9e-05
\end{verbatim}
